# Hydrogen Escape from a Thin Oxide Film with One Absorbing Face

## Problem

A film of amorphous In-Ga-Zn-O, 50 nm thick, is annealed near 200 °C. It contains mobile hydrogen with diffusivity $D=1.0\times10^{-14}$ cm²/s. The face $x=0$ lies on a layer that hydrogen cannot enter. The face $x=L$ removes every hydrogen atom that reaches it. The film is much wider than it is thick, so the motion is one-dimensional.

**(a)** Show that the slowest decay time is near 1000 s. What would it be if both faces absorbed?

**(b)** The film is uniformly filled at $t=0$. Find the fraction of hydrogen left at time $t$, the times at which it has fallen to $1/e$ and to 1 %, and the mean residence time.

**(c)** Suppose that the open face removes hydrogen at a finite transfer speed $\kappa=2.0\times10^{-8}$ cm/s. Find the new slowest time. Then restore the perfect absorber and let the blocked face leak with transfer speed $\kappa_b=2.0\times10^{-10}$ cm/s.

**(d)** In a film depleted of electrons, hydrogen moves as H⁺ in a uniform imposed field. Its own charge is too small to alter that field. Find the slowest time for a potential drop of 0.02 V in either direction, and for 0.20 V driving H⁺ towards the blocked face.

**(e)** Let $D$ describe motion between traps. There are $10^{18}$ traps and $10^{22}$ ordinary sites per cm³. A trap binds hydrogen by 0.40 eV, the migration barrier is 1.0 eV and the attempt rate is $10^{13}$ s⁻¹. How does trapping change the slowest time?

**(f)** In a conducting film, H⁺ is accompanied by mobile electrons. Estimate the effect for $10^{17}$ cm⁻³ of hydrogen and a background of $10^{18}$ cm⁻³ electrons. Also estimate the effect of temperature, using the barrier in (e).

The values in (c) to (f) are rough assumptions. Each effect is treated separately, with the other conditions as in (a).

## Solution

### (a) The slowest mode

Let $c(x,t)$ be the hydrogen concentration and $J$ its flux towards increasing $x$. The amount in a thin slice changes by inflow minus outflow, so $\partial c/\partial t=-\partial J/\partial x$. Fick's law is $J=-D\,\partial c/\partial x$. With constant $D$,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad \left.\frac{\partial c}{\partial x}\right|_{0}=0,\qquad c(L,t)=0.$$

The first boundary condition states that no flux crosses the blocked face. The second states that the absorber lets no hydrogen accumulate.

Try $c=X(x)T(t)$. Division by $DXT$ gives

$$\frac{T'}{DT}=\frac{X''}{X}.$$

The left side depends only on $t$ and the right side only on $x$, so both equal a constant, called $-k^2$. To find its sign, multiply $X''=-k^2X$ by $X$ and integrate by parts:

$$k^2\int_0^LX^2dx=-\big[XX'\big]_0^L+\int_0^LX'^2dx=\int_0^LX'^2dx.$$

The bracket vanishes because $X(L)=0$ and $X'(0)=0$. The right side could vanish only for constant $X$, which the absorber would force to be zero. Hence $k^2>0$, and every mode decays as $T=e^{-Dk^2t}$.

The general solution is $X=A\cos kx+B\sin kx$. Since $X'(0)=kB=0$, only the cosine remains. The absorber then requires $\cos kL=0$, so

$$k_n=\frac{(2n+1)\pi}{2L},\qquad \tau_n=\frac1{Dk_n^2}=\frac{4L^2}{(2n+1)^2\pi^2D},\quad n=0,1,2,\ldots$$

The longest time belongs to $n=0$:

$$\boxed{\tau=\frac{4L^2}{\pi^2D}}$$

With $L=50$ nm $=5.0\times10^{-6}$ cm,

$$\frac{L^2}{D}=\frac{2.5\times10^{-11}}{1.0\times10^{-14}}\ \text{s}=2500\ \text{s},\qquad \tau=\frac{4}{\pi^2}(2500\ \text{s})=1013\ \text{s},$$

or about 17 min. The next mode decays nine times faster, in 113 s.

The slowest mode is present for every initial filling. Its amplitude is proportional to $\int_0^Lc(x,0)\cos(\pi x/2L)\,dx$. The cosine is positive throughout the interior and $c$ cannot be negative, so this integral is positive unless the film is empty.

If both faces absorb, the modes are $\sin(m\pi x/L)$ with $m=1,2,\ldots$. The slowest has $k=\pi/L$ and time $L^2/(\pi^2D)=253$ s. A half wave now fits in the film instead of a quarter wave. This doubles $k$ and divides the time by four.

### (b) A uniformly filled film

Write $c=\sum_nA_n\cos(k_nx)e^{-t/\tau_n}$. These cosines suffice for any filling: continued evenly about $x=0$ and oddly about $x=L$, the profile has period $4L$, and its Fourier series contains just these terms. They are orthogonal, and

$$\int_0^L\cos^2k_nx\,dx=\frac L2+\frac{\sin2k_nL}{4k_n}=\frac L2,$$

because $2k_nL$ is a multiple of $\pi$. For initial concentration $c_0$, projection gives

$$A_n=\frac{2c_0}{L}\int_0^L\cos k_nx\,dx=\frac{2c_0\sin k_nL}{k_nL}=\frac{2c_0(-1)^n}{k_nL}.$$

Let $M$ be the hydrogen left per unit area, with $M_0=c_0L$. Integrating each mode contributes another factor $(-1)^n/k_n$, so the signs cancel:

$$\frac{M(t)}{M_0}=\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}e^{-t/\tau_n}.$$

The slowest mode carries $8/\pi^2=0.811$ of the initial hydrogen. Once the others have decayed,

$$\frac{M}{M_0}\approx\frac8{\pi^2}e^{-t/\tau},\qquad t\approx\tau\ln\frac{8M_0}{\pi^2M}.$$

For $M/M_0=1/e$ this gives $t\approx\tau[1+\ln(8/\pi^2)]=0.79\,\tau$, or about 800 s; the full series gives 801 s. For 1 % it gives $4.40\,\tau$, or about 4450 s. At $t=\tau$ the film retains 29.8 % of its hydrogen, not 36.8 %, because the faster modes have already removed their share.

At early times the decay is not exponential. For $t\ll L^2/D$ the loss has not reached the blocked face. With $y=L-x$, the solution near the absorber is $c=c_0\,\mathrm{erf}[y/(2\sqrt{Dt})]$. Its slope at $y=0$ is $c_0/\sqrt{\pi Dt}$, so the outward flux is $c_0\sqrt{D/(\pi t)}$. Integrating over time and dividing by $c_0L$ gives the fraction lost, $2\sqrt{Dt/(\pi L^2)}$. A time constant fitted to this early part would therefore not be $\tau$.

The fraction leaving between $t$ and $t+dt$ is $-dM/M_0$. Integration by parts gives the mean residence time

$$\bar t=-\frac1{M_0}\int_0^\infty t\frac{dM}{dt}dt=\int_0^\infty\frac{M}{M_0}dt.$$

Let $G(x)=\int_0^\infty c\,dt$. Integrating the diffusion equation over all time gives $-c_0=DG''$, with $G'(0)=0$ and $G(L)=0$. Thus $G=c_0(L^2-x^2)/(2D)$, and

$$\bar t=\frac1{c_0L}\int_0^LG\,dx=\frac{1}{2DL}\left(L^3-\frac{L^3}{3}\right)=\frac{L^2}{3D}=833\ \text{s}.$$

### (c) Imperfect faces

At an open face with finite transfer speed, the flux arriving equals the flux removed: $-Dc'(L)=\kappa c(L)$. The blocked face still selects a cosine. With $X=\cos(qx/L)$,

$$\frac{Dq}{L}\sin q=\kappa\cos q\quad\Longrightarrow\quad q\tan q=\frac{\kappa L}{D}\equiv B.$$

Here $B=(2.0\times10^{-8})(5.0\times10^{-6})/10^{-14}=10$. Between 0 and $\pi/2$ the left side rises from zero to infinity, so there is one root, and it is the smallest. Solving numerically gives $q=1.429$ and

$$\tau_\kappa=\frac{L^2}{Dq^2}=1.22\times10^3\ \text{s}.$$

For large $B$, put $q=\pi/2-\varepsilon$. Then $\tan q\approx1/\varepsilon$ and $\varepsilon\approx\pi/(2B)$, so $\tau_\kappa\approx\tau(1+2/B)$. A perfect absorber thus means $\kappa\gg D/L$, which is $2\times10^{-9}$ cm/s here. For small $B$, $q\tan q\approx q^2$ gives $\tau_\kappa\approx L/\kappa$. The surface then controls the loss, and the time grows as $L$ instead of $L^2$.

For the leaky blocked face, hydrogen leaves towards negative $x$, so $Dc'(0)=\kappa_bc(0)$. The function $X=\sin[q(1-x/L)]$ vanishes at the absorber and has $X'(0)=-(q/L)\cos q$. Therefore

$$-q\cot q=\frac{\kappa_bL}{D}=0.10.$$

The smallest root lies just above $\pi/2$ and gives 939 s. This leak shortens the slowest time by 7 % relative to the ideal film.

### (d) Drift in an imposed field

Let $V$ be the potential drop from $x=0$ to $x=L$, positive when it drives H⁺ towards the absorber. The field is $V/L$, and the Einstein relation gives the mobility $eD/(k_BT)$. Hence

$$J=-D\left(\frac{\partial c}{\partial x}-\frac aLc\right),\qquad a=\frac{eV}{k_BT}.$$

Use $s=x/L$ and write a mode as $c=e^{as/2}\phi(s)e^{-t/\tau_a}$. Conservation requires $c_{ss}-ac_s=-\lambda c$, with $\lambda=L^2/(D\tau_a)$. Apart from the common factor $e^{as/2}e^{-t/\tau_a}$,

$$c_s\to\phi'+\tfrac a2\phi,\qquad c_{ss}\to\phi''+a\phi'+\tfrac{a^2}{4}\phi.$$

The terms in $\phi'$ cancel, leaving

$$\phi''=-q^2\phi,\qquad q^2=\lambda-\frac{a^2}{4}.$$

Zero flux at $s=0$ means $c_s=ac$, or $\phi'=(a/2)\phi$. The absorber gives $\phi=\sin[q(1-s)]$. Together,

$$q\cot q=-\frac a2,\qquad \tau_a=\frac{L^2}{D(q^2+a^2/4)}.$$

At 473 K, $k_BT=0.0408$ eV, so 0.02 V gives $|a|=0.49$. The numerical roots give 835 s for drift towards the absorber and 1243 s for drift towards the blocked face. The field is only 0.004 MV/cm, but the drop is half the thermal voltage.

Neglecting the charge of H⁺ itself limits its density $N$. By Poisson's equation, a uniform filling changes the field by $eNL/\epsilon$ across the film. For relative permittivity 10 this is 0.0009 MV/cm at $10^{15}$ cm⁻³, but 0.09 MV/cm at $10^{17}$ cm⁻³, more than either imposed field. The times found here therefore describe a dilute film, or the late stage of a fuller one at the same fixed potential drop.

For $a<-2$ the lowest root is imaginary, $q=ip$, and the condition becomes

$$p\coth p=\frac{|a|}{2},\qquad \lambda=\frac{a^2}{4}-p^2.$$

A drop of 0.20 V, or 0.040 MV/cm, has $a=-4.9$ and gives $1.32\times10^4$ s, thirteen times the ideal value. Hydrogen collects at the blocked face and must climb the potential to escape. For large $|a|$, $\coth p\approx1+2e^{-2p}$ gives $p\approx|a|/2-|a|e^{-|a|}$. Then $\lambda\approx a^2e^{-|a|}$ and $\tau_a\approx(L^2/D)e^{|a|}/a^2$, so the growth is nearly exponential in the voltage.

### (e) Reversible traps

Let $u$ be the trapped concentration, $k_c$ the capture rate of a free atom and $k_r$ the release rate of a trapped one. While most traps are empty,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}-k_cc+k_ru,\qquad \frac{\partial u}{\partial t}=k_cc-k_ru.$$

In local equilibrium $u=Rc$, with $R=k_c/k_r$. With few sites of either kind occupied, Boltzmann weighting gives

$$R=\frac{N_t}{N_s}e^{E_b/k_BT}=10^{-4}e^{0.40/0.0408}\approx1.82.$$

If exchange is fast, adding the two equations gives $(1+R)\partial c/\partial t=D\,\partial^2c/\partial x^2$. The slowest time becomes $(1+R)\tau=2860$ s.

To include finite exchange, let $c$ and $u$ both vary as $\cos(\pi x/2L)e^{-\gamma t}$. The equations become

$$\left(\frac1\tau+k_c-\gamma\right)c=k_ru,\qquad(k_r-\gamma)u=k_cc.$$

Multiplying them and cancelling $cu$ gives

$$\gamma^2-\left(\frac1\tau+k_c+k_r\right)\gamma+\frac{k_r}{\tau}=0.$$

Take $k_r=10^{13}\,e^{-(1.0+0.40)\,\text{eV}/k_BT}$ s⁻¹, so $1/k_r=82$ s, and $k_c=Rk_r$. The smaller root gives $1/\gamma=2.91\times10^3$ s. Trapping therefore lengthens the time by a factor of 2.9. These rates are rough: for random hops between sites 0.46 nm apart, the same attempt rate and barrier, read as the total rate $\Gamma$ of leaving a site so that $D=\ell^2\Gamma/6$ for hop length $\ell$, would give a diffusivity near $8\times10^{-14}$ cm²/s, eight times the stated $D$. Making the exchange eight times slower, to agree with $D$, raises the slowest time to about 3300 s. The lengthening is roughly threefold in either case. For $10^{17}$ cm⁻³ of total hydrogen, a fraction $R/(1+R)$ is trapped and fills 6.5 % of the traps, which supports the linear equations. If the quoted $D$ was instead obtained from the spreading of free and trapped hydrogen together, it may already contain this delay, which must not be counted twice.

### (f) Electron self-field and temperature

Let the electron density be $n=n_0+c$, where $n_0$ is a uniform background and each H⁺ brings one electron. Electrons are taken to be much more mobile than hydrogen, and so remain close to equilibrium in the potential $\varphi$: $n\propto e^{e\varphi/k_BT}$. The field is

$$F=-\frac{\partial\varphi}{\partial x}=-\frac{k_BT}{e\,n}\frac{\partial n}{\partial x}.$$

The drift flux of H⁺ is $(eD/k_BT)Fc$. Since $n_0$ is uniform, $\partial n/\partial x=\partial c/\partial x$, and the total flux is

$$J=-D\left(1+\frac{c}{n_0+c}\right)\frac{\partial c}{\partial x}.$$

The electrons pull hydrogen down its own concentration gradient. For the given densities the initial factor is $1+1/11=1.09$. Numerical integration with 80 cells across the film gives a $1/e$ time of 776 s, compared with 801 s for constant $D$. As $c$ becomes small compared with $n_0$, the factor tends to one and the late decay time returns to $\tau$.

This estimate needs near neutrality and Boltzmann statistics. For relative permittivity 10, the screening length $\sqrt{\epsilon k_BT/(e^2n_0)}$ is 4.7 nm, a tenth of the thickness. For an effective mass of 0.34 electron masses, the electron density is 0.11 of the band density $2(m^*k_BT/2\pi\hbar^2)^{3/2}$. Both conditions hold approximately. Solving Poisson's equation instead of imposing neutrality moves the $1/e$ time by up to 3 s, to between about 776 and 779 s depending on the electrical condition at the open face. The short screening length also shows why the uniform field of (d) required a depleted film. Depletion alone is not sufficient: the fixed positive charge that had balanced the electrons must also be small. Left bare at $10^{18}$ cm⁻³, it would change the field by 0.9 MV/cm across the film.

For temperature, assume $D\propto e^{-E_m/k_BT}$ with $E_m=1.0$ eV. Then

$$\tau(T)=\tau(T_0)\exp\left[\frac{E_m}{k_B}\left(\frac1T-\frac1{T_0}\right)\right],\qquad T_0=473\ \text{K}.$$

The time is about 1720 s at 10 K below $T_0$ and 610 s at 10 K above it. At 350 K it is $5.7\times10^6$ s, or 66 days. Hydrogen that leaves within an hour or so during the anneal would, in this model, remain for weeks in a warm device.

### The model beside a real film

A thickness of 50 nm is ordinary for an oxide transistor channel. The diffusivity is a rough value for an anneal near 200 °C and can vary greatly with film density and composition. Sputtered films often contain $10^{20}$ cm⁻³ of hydrogen or more, much of it bound, so the $10^{17}$ cm⁻³ used here is a low value and stands for the small part that moves freely or exchanges with the traps of (e). The absence of binding sites is a doubtful assumption in such films: the modest trap density in (e) already moves the time from about 1000 s to about 3000 s, and stronger binding would move it further. The blocked face also needs care, since a neighbouring dielectric may take up or supply hydrogen. If it absorbed perfectly, the time would fall to 253 s; if it supplied hydrogen, the film need not empty at all. The value of 1000 s is thus the diffusion time of the ideal film at the stated $D$, and a real anneal may differ from it considerably. The 0.20 V drop in (d) illustrates a thirteenfold change, but only for a film depleted of electrons, with little fixed charge, in which that drop is maintained.

Numbers in the example were calculated in double precision.
